# Bending exponent of a thermal membrane from self-consistent screening

A crystalline sheet, one atom or a few atoms thick, is suspended without tension and in equilibrium at temperature $T$, where $T$ stands for Boltzmann's constant times temperature. Its in-plane displacement is $u_i(\mathbf x)$ and its height is $h(\mathbf x)$. For small slopes the elastic energy is

$$F=\frac12\int d^2x\,\left[\kappa|\nabla^2h|^2+2\mu\,u_{ij}u_{ij}+\lambda\,u_{kk}^2\right],\qquad u_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i+\partial_ih\cdot\partial_jh).$$

Here $\kappa$ is the bending rigidity, and $\mu,\lambda$ are the Lamé coefficients of the sheet. The height is given $d_c$ components, with $d_c=1$ the physical case, because $d_c$ counts closed loops. The motion is classical, the elasticity isotropic, and the sheet may pass through itself. Write $\int_{\mathbf q}=\int d^2q/(2\pi)^2$ and $\mathbf a\times\mathbf b=a_xb_y-a_yb_x$.

The task is to find how the rigidity depends on wavenumber once thermal ripples are included.

## (a) Which energy is left for the height alone?

**Question.** Integrate out the in-plane displacement.

**Solution.** Let $A_{ij}=\partial_ih\cdot\partial_jh$. At wavevector $\mathbf q\neq0$ resolve the strain along $\hat{\mathbf q}$ (label $L$) and along the unit normal $\mathbf n\perp\mathbf q$ (label $N$):

$$u_{LL}=iqu_L+\tfrac12A_{LL},\qquad u_{LN}=\tfrac i2qu_N+\tfrac12A_{LN},\qquad u_{NN}=\tfrac12A_{NN}.$$

The displacements can set $u_{LL}$ and $u_{LN}$ to any value but cannot change $u_{NN}$. The stretching energy per mode is

$$\mu(|u_{LL}|^2+2|u_{LN}|^2+|u_{NN}|^2)+\tfrac\lambda2|u_{LL}+u_{NN}|^2 .$$

Its minimum has $u_{LN}=0$ and $(2\mu+\lambda)u_{LL}+\lambda u_{NN}=0$. Inserting these gives

$$\left[\frac{2\mu+\lambda}{2}-\frac{\lambda^2}{2(2\mu+\lambda)}\right]|u_{NN}|^2=\frac Y2|u_{NN}|^2=\frac Y8|A_{NN}|^2,\qquad Y=\frac{4\mu(\mu+\lambda)}{2\mu+\lambda}.$$

Since $F$ is quadratic in $u$, the Gaussian integral over $u$ gives this minimum plus a constant independent of $h$. The uniform strain relaxes freely at zero tension, so $\mathbf q=0$ contributes nothing.

In Fourier space $A_{NN}=-\int_{\mathbf k}(\mathbf n\cdot\mathbf k)(\mathbf n\cdot(\mathbf q-\mathbf k))\,h_{\mathbf k}\cdot h_{\mathbf q-\mathbf k}$. Because $\mathbf n\cdot\mathbf q=0$, the two minus signs cancel:

$$F=\frac12\int_{\mathbf k}\kappa k^4|h_{\mathbf k}|^2+\frac Y8\int_{\mathbf q\ne0}|K_{\mathbf q}|^2,\quad K_{\mathbf q}=\int_{\mathbf k}V_{\mathbf q}(\mathbf k)\,h_{\mathbf k}\cdot h_{\mathbf q-\mathbf k},\quad V_{\mathbf q}(\mathbf k)=\frac{(\mathbf k\times\mathbf q)^2}{q^2}.$$

Ripples with Gaussian curvature must stretch the sheet, and $Y$ sets the cost.

## (b) What are the self-consistent equations?

**Question.** Let a screened interaction stiffen the sheet, and let the stiffened ripples screen the interaction. Find the two coupled equations.

**Solution.** A Gaussian variable $\chi$ of variance $D$ obeys $\langle e^{i\chi K/2}\rangle=e^{-DK^2/8}$. The quartic Boltzmann factor is therefore reproduced by a Gaussian field $\chi_{\mathbf q}$ with propagator $D_0=Y/T$, coupled to the height through $\frac i2\int_{\mathbf q}\chi_{-\mathbf q}K_{\mathbf q}$. For fixed $\chi$ the height is Gaussian, with inverse propagator $G_0^{-1}-i\chi V$ and $G_0=T/(\kappa k^4)$.

*Height propagator.* Expand in $\chi$ and average. The second-order term is $G_0(i\chi V)G_0(i\chi V)G_0$, and $i^2=-1$ turns it into a positive addition to $G^{-1}$. With dressed lines,

$$G^{-1}(k)=G_0^{-1}(k)+\int_{\mathbf q}D(q)\,V_{\mathbf q}(\mathbf k)^2\,G(|\mathbf k-\mathbf q|).$$

Both vertices are equal because $(\mathbf k-\mathbf q)\times\mathbf q=\mathbf k\times\mathbf q$.

*Interaction propagator.* Integrating out one height component gives the exponent $-\frac12\mathrm{tr}\ln(1-iG\chi V)$. Its linear term involves only $\mathbf q=0$ and is absent. Its quadratic term is $\frac14\mathrm{tr}(iG\chi V)^2=-\frac14\mathrm{tr}(G\chi VG\chi V)$. Compared with the Gaussian weight $-\frac12D^{-1}|\chi|^2$, the $d_c$ components give

$$D^{-1}(q)=D_0^{-1}+\frac{d_c}{2}\int_{\mathbf k}V_{\mathbf q}(\mathbf k)^2\,G(k)\,G(|\mathbf q-\mathbf k|).$$

Now define $\kappa_R$ and $Y_R$ by $G=T/(\kappa_Rk^4)$ and $D=Y_R/T$. Multiply the first equation by $T/k^4$ and divide the second by $T$. With $\theta$ the angle between $\mathbf k$ and $\mathbf q$, and $p=|\mathbf k-\mathbf q|$,

$$\kappa_R(k)=\kappa+T\int_{\mathbf q}\frac{Y_R(q)\sin^4\theta}{\kappa_R(p)\,p^4},\qquad \frac1{Y_R(q)}=\frac1Y+\frac{d_cT}{2}\int_{\mathbf k}\frac{\sin^4\theta}{\kappa_R(k)\,\kappa_R(p)\,p^4}.$$

This is the self-consistent screening approximation (SCSA). It drops every other graph, such as those in which a $\chi$ line spans a vertex. For large $d_c$ at fixed $Yd_c$, each $\chi$ line carries $1/d_c$ and each closed loop $d_c$. Loops with two legs are already summed in $D$, and each further loop has at least three legs, so the dropped graphs contribute to $G^{-1}$ at order $1/d_c^2$. At $d_c=1$ no such small parameter exists.

## (c) One integral for both equations

**Question.** For a unit vector $\mathbf e$, evaluate

$$J(\alpha,\beta)=\int_{\mathbf p}\frac{(\mathbf p\times\mathbf e)^4}{p^{2\alpha}\,|\mathbf e-\mathbf p|^{2\beta}} .$$

**Solution.** Put $s=\alpha+\beta$ and combine the denominators with a Feynman parameter:

$$\frac1{p^{2\alpha}|\mathbf e-\mathbf p|^{2\beta}}=\frac{\Gamma(s)}{\Gamma(\alpha)\Gamma(\beta)}\int_0^1dx\,\frac{(1-x)^{\alpha-1}x^{\beta-1}}{[(1-x)p^2+x|\mathbf e-\mathbf p|^2]^s}.$$

The bracket equals $(\mathbf p-x\mathbf e)^2+x(1-x)$. Shift to $\boldsymbol\ell=\mathbf p-x\mathbf e$. The numerator keeps its form, since $\mathbf p\times\mathbf e=\boldsymbol\ell\times\mathbf e$. The angular average of $\sin^4$ is $3/8$. With $w=\ell^2$ and $\Delta=x(1-x)$,

$$\int_{\boldsymbol\ell}\frac{(\boldsymbol\ell\times\mathbf e)^4}{(\ell^2+\Delta)^s}=\frac38\cdot\frac1{4\pi}\int_0^\infty\frac{w^2\,dw}{(w+\Delta)^s}=\frac{3}{16\pi}\,\frac{\Gamma(s-3)}{\Gamma(s)}\,\Delta^{3-s},$$

where $\Gamma(3)=2$ was used. The remaining integral is $\int_0^1dx\,(1-x)^{2-\beta}x^{2-\alpha}$, a beta function, so

$$J(\alpha,\beta)=\frac3{16\pi}\,\frac{\Gamma(\alpha+\beta-3)\,\Gamma(3-\alpha)\,\Gamma(3-\beta)}{\Gamma(\alpha)\,\Gamma(\beta)\,\Gamma(6-\alpha-\beta)} .$$

Convergence at large $p$ needs $\alpha+\beta>3$; convergence at the two singular points needs $\alpha<3$ and $\beta<3$. For an external vector of length $k$ the integral is multiplied by $k^{10-2\alpha-2\beta}$: two powers come from the area, eight from the cross product, and the rest from the denominators.

## (d) Where does the bare rigidity cease to hold?

**Question.** Find the first thermal correction and the wavenumber at which it matches $\kappa$.

**Solution.** Put the bare $\kappa$ and $Y$ into the integrals. Since $\sin^4\theta=(\mathbf k\times\mathbf q)^4/(k^4q^4)$, both contain $J(2,2)=3/(16\pi)$:

$$\kappa_R(k)\simeq\kappa\left[1+\frac{q_*^2}{k^2}\right],\qquad \frac1{Y_R(q)}\simeq\frac1Y\left[1+\frac{d_c}{2}\frac{q_*^2}{q^2}\right],\qquad q_*^2=\frac{3TY}{16\pi\kappa^2}.$$

For $k\gg q_*$ the sheet is nearly harmonic. For $k\lesssim q_*$ the correction is no longer small, and the first-order result cannot be continued: it ignores both the softening of $Y_R$ and the stiffening of the ripples inside the integral.

## (e) What must a power law satisfy?

**Question.** Try $\kappa_R=Zq^{-\eta}$ for $q\ll q_*$. Find the behaviour of $Y_R$ and the condition on $\eta$.

**Solution.** The screening integral has $2\alpha=2\beta=4-\eta$. Write $\Pi(\eta)=J(2-\tfrac\eta2,\,2-\tfrac\eta2)$. The scaling rule of part (c), together with the factor $q^{-4}$ from $V^2$, gives

$$\frac1{Y_R(q)}=\frac1Y+\frac{d_cT}{2Z^2}\,\Pi(\eta)\,q^{-(2-2\eta)} .$$

The integral converges at large momentum for $\eta<1$. The second term then grows as $q\to0$ and overtakes $1/Y$, leaving

$$Y_R(q)=\frac{2Z^2}{d_cT\,\Pi(\eta)}\,q^{2-2\eta}.$$

Insert this in the equation for $\kappa_R$. The interaction contributes $q^{2-2\eta}$ and $V^2$ contributes $q^{-4}$, so $2\alpha=2+2\eta$, while $2\beta=4-\eta$. With $S(\eta)=J(1+\eta,\,2-\tfrac\eta2)$,

$$Zk^{-\eta}=\kappa+\frac{2Z}{d_c\Pi(\eta)}\,S(\eta)\,k^{-\eta}.$$

The power agrees by itself: the scaling rule gives $10-(2+2\eta)-(4-\eta)=4-\eta$, and the prefactor $k^{-4}$ reduces it to $-\eta$. This integral converges at large momentum for $\eta>0$, and then the constant $\kappa$ is negligible as $k\to0$. The amplitude $Z$ and the temperature cancel, leaving

$$d_c\,\Pi(\eta)=2S(\eta),\qquad0<\eta<1.$$

Convergence means that momenta above $q_*$ contribute a share that vanishes as the external momentum tends to zero: it falls as $(q/q_*)^{2-2\eta}$ in the screening integral and as $(k/q_*)^{\eta}$ in the stiffening integral. That is why a power law valid only at small wavenumber may be used inside them.

## (f) What is the exponent?

**Question.** Solve the condition, first for general $d_c$ and then for the physical sheet.

**Solution.** From part (c),

$$\Pi=\frac3{16\pi}\frac{\Gamma(1-\eta)\,\Gamma(1+\frac\eta2)^2}{\Gamma(2-\frac\eta2)^2\,\Gamma(2+\eta)},\qquad S=\frac3{16\pi}\frac{\Gamma(\frac\eta2)\,\Gamma(2-\eta)\,\Gamma(1+\frac\eta2)}{\Gamma(1+\eta)\,\Gamma(2-\frac\eta2)\,\Gamma(3-\frac\eta2)}.$$

In the ratio the gamma functions pair up with arguments differing by one, and $\Gamma(z+1)=z\Gamma(z)$ removes them:

$$\frac S\Pi=\frac{\Gamma(\frac\eta2)}{\Gamma(1+\frac\eta2)}\cdot\frac{\Gamma(2-\eta)}{\Gamma(1-\eta)}\cdot\frac{\Gamma(2+\eta)}{\Gamma(1+\eta)}\cdot\frac{\Gamma(2-\frac\eta2)}{\Gamma(3-\frac\eta2)}=\frac2\eta\,(1-\eta)(1+\eta)\,\frac1{2-\frac\eta2}=\frac{4(1-\eta^2)}{\eta(4-\eta)} .$$

On $(0,1)$ the numerator falls and the denominator rises, so the ratio decreases from infinity to zero and equals $d_c/2$ once. Hence $d_c\eta(4-\eta)=8(1-\eta^2)$, or

$$(8-d_c)\eta^2+4d_c\eta-8=0,\qquad \eta=\frac{4}{d_c+\sqrt{16-2d_c+d_c^2}} .$$

The second form follows from the quadratic formula after multiplying numerator and denominator by the conjugate root; it also covers $d_c=8$, where the equation is linear. For the physical sheet $7\eta^2+4\eta-8=0$, and

$$\eta=\frac4{1+\sqrt{15}}=0.821 .$$

For many components the square root tends to $d_c-1$, so $\eta\to2/d_c$: many ripples screen the interaction well and the stiffening is weak. At $d_c=4$ the exponent is $0.449$.

For $d_c=1$ the modulus softens as $Y_R\propto q^{0.358}$. Since $\Pi=0.1781$ at the root, part (e) also gives an amplitude ratio free of material parameters:

$$\frac{T\,Y_R(q)}{\kappa_R(q)^2q^2}\to\frac2{\Pi}=11.23\qquad(q\ll q_*).$$

## (g) How large is the effect in a suspended sheet?

**Question.** Take $\kappa=1$ eV, $Y=2000$ eV/nm² (320 N/m) and 300 K. Find the crossover, the renormalised constants and the rms height of a sheet of size $L=1000$ nm.

**Solution.** The thermal energy is $T=0.02585$ eV, so

$$q_*^2=\frac{3(0.02585)(2000)}{16\pi(1)^2}=3.09\ \text{nm}^{-2},\qquad q_*=1.757\ \text{nm}^{-1},\qquad \frac{2\pi}{q_*}=3.58\ \text{nm}.$$

In terms of $q/q_*$, $\kappa_R/\kappa$ and $Y_R/Y$, the equations of part (b) contain only the number $TY/(\kappa^2q_*^2)=16\pi/3$ and $d_c=1$. They were solved by iteration on a logarithmic grid from $10^{-11}q_*$ to $10^3q_*$, starting from a curve with exponent 0.70. The solution moves away from that start to a slope of $0.821$ at small $q$, with

$$\kappa_R\simeq1.177\,\kappa\,(q_*/q)^{0.821}.$$

The full solution gives:

| Wavelength (nm) | $\kappa_R$ (eV) | $Y_R$ (eV/nm²) |
|---|---|---|
| 10 | 2.9 | 1250 |
| 100 | 18.1 | 563 |
| 1000 | 120 | 247 |

At 10 nm, $q/q_*=0.358$. The first-order formula would give $1+1/0.358^2=8.8$ eV, three times the self-consistent value. At 1000 nm, $q/q_*=0.00358$, and the power law gives $1.177\times102=120$ eV, equal to the full solution at this precision.

For the height, sum the modes from $q_{\min}=2\pi/L=0.00628$ nm⁻¹ upward. This treats the finite sheet as an infinite one with a lower cutoff, so the heights below are estimates: the shape and edges of a real sheet decide which modes are allowed. As long as the tension stays zero this changes the prefactors but not the powers of $L$; summing over the modes of a periodic square, for example, raises the harmonic and screened rms heights below by factors of about 1.4 and 1.2. Edges held fixed in the plane at the unrippled size are a different case: the ripples put the sheet under tension, and $\langle h^2\rangle$ then grows only as $\ln L$. With constant $\kappa$,

$$\langle h^2\rangle=\int_{q_{\min}}^\infty\frac{q\,dq}{2\pi}\,\frac{T}{\kappa q^4}=\frac{T}{4\pi\kappa q_{\min}^2}=52.1\ \text{nm}^2,$$

an rms height of 7.22 nm. With $\kappa_R\propto q^{-\eta}$ the integrand becomes $q^{-3+\eta}$, and

$$\langle h^2\rangle\simeq\frac{T}{2\pi(2-\eta)\,\kappa_R(q_{\min})\,q_{\min}^2}=\frac{0.02585}{2\pi(1.179)(120)(3.95\times10^{-5})}=0.74\ \text{nm}^2,$$

an rms height of 0.86 nm. The harmonic height grows as $L$, the screened one as $L^{1-\eta/2}=L^{0.59}$. The ratio of height to size therefore falls with size, and the sheet stays flat on average.

## (h) When does the result fail?

**Question.** Estimate the neglected effects for these numbers.

**Solution.** *Lattice.* With a rough lattice spacing of 0.25 nm, modes stop near $\Lambda=\pi/0.25=12.6$ nm⁻¹. For $k\ll\Lambda$, the first-order integral beyond $\Lambda$ is $\frac{TY}{\kappa}\cdot\frac38\int_\Lambda^\infty\frac{dq}{2\pi q^3}=\frac\kappa2(q_*/\Lambda)^2$, or 1.0% of the bare $\kappa$.

*Quantum motion.* With a rough areal mass $\rho=7.6\times10^{-7}$ kg/m², the flexural quantum $\hbar q_*^2\sqrt{\kappa/\rho}$ is 0.93 meV, far below $T=25.85$ meV. The in-plane quantum, estimated as $\hbar q_*\sqrt{Y/\rho}$, is 23.7 meV. The leading quantum correction to an oscillator's mean square displacement is $(\hbar\omega/T)^2/12$ relative to the classical value. This is 7% for in-plane modes at $q_*$ and, falling as $q^2$, about 1% at a wavelength of 10 nm. Cooling enlarges it. The flexural quantum grows as $q^2$ and passes $T$ near 9 nm⁻¹, below $\Lambda$, so the shortest ripples are not classical; the first-order integral beyond that wavenumber is about 2% of the bare $\kappa$.

*Tension.* A tension $\sigma$ adds $\sigma q^2$ to $\kappa_Rq^4$. At 1000 nm the two are equal for

$$\sigma=\kappa_Rq^2=120\times3.95\times10^{-5}\ \text{eV/nm}^2=0.76\ \text{mN/m}.$$

At fixed $\kappa_R$, this tension halves the mean square amplitude of that mode, and ten times as much divides it by 11. Tension also lowers $\kappa_R$ itself: solving part (b) with $G=T/(\kappa_Rq^4+\sigma q^2)$ gives about 103 eV and 55 eV at 1000 nm for these two tensions, and factors of 1.9 and 10.5.

*Comparison with real sheets.* The chosen $\kappa$, $Y$, lattice spacing and areal mass are rough values for suspended graphene. A clamped sheet can carry a built-in tension, which breaks the assumption of zero tension. At fixed $\kappa_R$, a tension of 30 mN/m, for example, would divide the mean square amplitude of the 1000 nm mode by $1+30/0.76\approx40$. A channel lying on a substrate is held by adhesion and is outside this model. The table therefore applies to a free sheet, and should not be used as the stiffness of a clamped or supported channel.

*Vertex corrections.* The simplest graph dropped in part (b) (graphs with a three-leg loop enter at the same order in $1/d_c$) has three vertices on the height line, with $i^3$ in place of $i$, so it opposes the bare vertex. Relative to $V_{\mathbf q}(\mathbf k)$, with $\mathbf k'=\mathbf k-\mathbf q$, it is

$$-\int_{\mathbf p}D(p)\,V_{\mathbf p}(\mathbf k)\,V_{\mathbf p}(\mathbf k')\,G(|\mathbf k-\mathbf p|)\,G(|\mathbf k'-\mathbf p|)\,\frac{V_{\mathbf q}(\mathbf k-\mathbf p)}{V_{\mathbf q}(\mathbf k)} .$$

In the power-law regime $Z$ and $T$ cancel from $DGG$. Numerical quadrature for $k=k'=q$ gives $-0.158$. The value depends on the geometry: for $k=k'$ it is $-0.19$ at a right angle between $\mathbf k$ and $\mathbf k'$ and $-0.22$ at 0.15 rad, and it can exceed the bare vertex where that is small, as at 2.5 rad, where it is $-1.4$. A correction of this size is not negligible. Nor is it an error bar on $\eta$, because other momenta and other graphs also enter. The value 0.821 is therefore a property of the SCSA equations, and this calculation does not fix how closely a real membrane follows it.
